# Integrated Diffusivity of a Near-Line Compound from Tracer Diffusivities: a program that tests the result

```python
"""
Integrated diffusivity of a near-line compound A(1-nu)B(nu).
Result under test, in the limit of a vanishing homogeneity range:
  D_int = integral of D_inter dN_B
        = nu*[(1-nu)*<D_B> + nu*<D_A>] * (drop of mu_B)/(kB*T)
and the growth law of the layer thickness w between inert neighbours,
  w^2/(2t) = D_int*(N_plus-N_minus)/((nu-N_minus)*(N_plus-nu)).
D_A, D_B: tracer diffusivities, <..>: mean over chemical potential;
N_B: atomic fraction of B; g: Gibbs energy of formation per atom;
z = (mu_B-mu_A)/(kB*T).  The finite homogeneity range comes from a model
with antisite atoms: x = fraction of A sites holding B, y = fraction of
B sites holding A, with energies e_x and e_y.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

mp.mp.dps = 50
temperature = 1000.0
kT = const.k * temperature / const.e          # eV
nu = 0.4
g_compound = -0.20                            # eV per atom
E_X, E_Y = 1.1, 1.3                           # eV
D_UNIT = 1e-14                                # m^2/s, internal scale
DB_LEFT, DB_RIGHT = 1e-14, 1e-13              # A-rich, B-rich border
DA_LEFT, DA_RIGHT = 5e-15, 1e-15
hours = 10.0
ELEMENTS = (0.0, 0.0, 1.0, 0.0)               # N_minus, g_minus, N_plus, g_plus
A4B_AND_B = (0.2, -0.12, 1.0, 0.0)
gauss_x, gauss_w = np.polynomial.legendre.leggauss(100)


def line_borders(neighbours):
    """Common tangents between point-like phases, in units of kT."""
    n_minus, g_minus, n_plus, g_plus = neighbours
    return ((g_compound - g_minus) / (nu - n_minus) / kT,
            (g_plus - g_compound) / (n_plus - nu) / kT)


Z_LEFT, Z_RIGHT = line_borders(ELEMENTS)


def tracers(z):
    """Tracer diffusivities (D_A, D_B), log-linear in chemical potential."""
    s = (z - Z_LEFT) / (Z_RIGHT - Z_LEFT)
    return (DA_LEFT * (DA_RIGHT / DA_LEFT) ** s,
            DB_LEFT * (DB_RIGHT / DB_LEFT) ** s)


def kinetic_factor(n_b, z):
    d_a, d_b = tracers(z)
    return n_b * (1 - n_b) * ((1 - n_b) * d_b + n_b * d_a)


def deviation(z, shift):
    """N_B - nu at equilibrium; shift raises both antisite energies."""
    x = expit(z - (E_X + shift) / kT)
    y = expit(-z - (E_Y + shift) / kT)
    return (1 - nu) * x - nu * y


def susceptibility(z, shift):
    x = expit(z - (E_X + shift) / kT)
    y = expit(-z - (E_Y + shift) / kT)
    return (1 - nu) * x * (1 - x) + nu * y * (1 - y)


def mu_a(z, shift):
    return (g_compound / kT - nu * z
            - (1 - nu) * np.log1p(np.exp(z - (E_X + shift) / kT))
            - nu * np.log1p(np.exp(-z - (E_Y + shift) / kT)))


def true_borders(neighbours, shift):
    """Two-phase equilibria with the full antisite thermodynamics."""
    n_minus, g_minus, n_plus, g_plus = neighbours
    guesses = line_borders(neighbours)
    found = []
    for n_n, g_n, z0 in ((n_minus, g_minus, guesses[0]),
                         (n_plus, g_plus, guesses[1])):
        found.append(brentq(lambda z: mu_a(z, shift) + n_n * z - g_n / kT,
                            z0 - 2, z0 + 2, xtol=1e-13, rtol=1e-14))
    return found


def integrate(func, lower, upper):
    half = (upper - lower) / 2
    return half * np.sum(gauss_w * func((upper + lower) / 2 + half * gauss_x))


def dint_potential(neighbours, shift):
    """Integral over chemical potential, composition range kept finite."""
    lower, upper = true_borders(neighbours, shift)
    return integrate(lambda z: kinetic_factor(nu + deviation(z, shift), z),
                     lower, upper)


def equilibrated_energy(dev, shift):
    """Free energy per atom over kT at given composition, high precision."""
    n = mp.mpf(nu)
    a = 1 - n
    ex, ey = mp.mpf((E_X + shift) / kT), mp.mpf((E_Y + shift) / kT)
    K = mp.exp(-ex - ey)
    b = -dev + K * (1 + dev)
    lead = a * (1 - K)
    x = (-b + mp.sqrt(b * b + 4 * lead * K * (n + dev))) / (2 * lead)
    y = (a * x - dev) / n
    def mixing(p):
        return p * mp.log(p) + (1 - p) * mp.log(1 - p)
    return a * (x * ex + mixing(x)) + n * (y * ey + mixing(y))


def interdiffusivity(dev, scale, shift):
    """D_inter from numerical derivatives of the free energy."""
    dev = mp.mpf(dev)
    h = mp.mpf(scale) * mp.mpf(10) ** (-10)
    gm, g0, gp = [equilibrated_energy(dev + k * h, shift) for k in (-1, 0, 1)]
    z = float((gp - gm) / (2 * h))
    curvature = float((gp - 2 * g0 + gm) / h ** 2)
    return kinetic_factor(nu + float(dev), z) * curvature


def dint_composition(neighbours, shift):
    """Definition: integral of D_inter over composition."""
    lower, upper = true_borders(neighbours, shift)
    s0 = 2 * np.sqrt(nu * (1 - nu)) * np.exp(-(E_X + E_Y + 2 * shift) / (2 * kT))
    u1 = np.arcsinh(deviation(lower, shift) / s0)
    u2 = np.arcsinh(deviation(upper, shift) / s0)
    def integrand(u_values):
        return np.array([interdiffusivity(s0 * np.sinh(u), s0 * np.cosh(u), shift)
                         * s0 * np.cosh(u) for u in u_values])
    return integrate(integrand, u1, u2)


def log_mean(p, q):
    return (p - q) / np.log(p / q)


def dint_line(neighbours):
    """Derived formula: border tracer values and drop of mu_B only."""
    lower, upper = line_borders(neighbours)
    (a1, b1), (a2, b2) = tracers(lower), tracers(upper)
    drop_mu_b = (1 - nu) * (upper - lower)
    return nu * ((1 - nu) * log_mean(b1, b2) + nu * log_mean(a1, a2)) * drop_mu_b


def growth_line(neighbours):
    n_minus, _, n_plus, _ = neighbours
    return dint_line(neighbours) * (n_plus - n_minus) / (
        (nu - n_minus) * (n_plus - nu))


def growth_full(neighbours, shift):
    """w^2/(2t) from the similarity solution with two moving boundaries.
    eta = position/sqrt(t), F = D_inter*dN/d(eta); z is the running variable."""
    n_minus, _, n_plus, _ = neighbours
    lower, upper = true_borders(neighbours, shift)
    n_left = nu + deviation(lower, shift)
    n_right = nu + deviation(upper, shift)
    def rhs(z, state):
        eta, F = state
        mobility = kinetic_factor(nu + deviation(z, shift), z) / D_UNIT
        return [mobility / F, -0.5 * eta * susceptibility(z, shift)]
    def shoot(eta_left):
        start = [eta_left, -(n_left - n_minus) * eta_left / 2]
        sol = solve_ivp(rhs, (lower, upper), start, method="DOP853",
                        rtol=1e-11, atol=1e-13)
        assert sol.success
        return sol.y[:, -1]
    def mismatch(eta_left):
        eta_right, F_right = shoot(eta_left)
        return (n_plus - n_right) * eta_right / 2 - F_right
    width = np.sqrt(2 * growth_line(neighbours) / D_UNIT)
    guess = -width * (n_plus - nu) / (n_plus - n_minus)
    eta_left = brentq(mismatch, 1.5 * guess, 0.5 * guess, xtol=1e-12, rtol=1e-13)
    return (shoot(eta_left)[0] - eta_left) ** 2 / 2 * D_UNIT


# Symbolic check: lattice fluxes to the number-fixed frame, with Gibbs-Duhem
n, LAA, LBB, LAB, grad, DA, DB, om, th = sp.symbols(
    "n LAA LBB LAB grad DA DB om th", positive=True)
grad_a = sp.Symbol("grad_a")
grad_a_value = sp.solve((1 - n) * grad_a + n * (grad_a + grad), grad_a)[0]
grad_b_value = grad_a_value + grad
flux_a = -LAA * grad_a_value - LAB * grad_b_value
flux_b = -LBB * grad_b_value - LAB * grad_a_value
flux_inter = (1 - n) * flux_b - n * flux_a
onsager = (1 - n) ** 2 * LBB - 2 * n * (1 - n) * LAB + n ** 2 * LAA
assert sp.simplify(flux_inter + onsager * grad) == 0
darken = flux_inter.subs({LAA: (1 - n) * DA / (om * th),
                          LBB: n * DB / (om * th), LAB: 0})
assert sp.simplify(darken + n * (1 - n) * ((1 - n) * DB + n * DA)
                   * grad / (om * th)) == 0

# Symbolic check: growth between pure elements by counting arriving atoms
G, w = sp.symbols("G w", positive=True)       # G = -g
arriving_b = n * DB / (om * th) * (G / n) / w
arriving_a = (1 - n) * DA / (om * th) * (G / (1 - n)) / w
rate_by_atoms = om * (arriving_b / n + arriving_a / (1 - n))
rate_by_dint = ((1 - n) * DB + n * DA) * G / th / (n * (1 - n) * w)
assert sp.simplify(rate_by_atoms - rate_by_dint) == 0

# Symbolic check: tangent difference and energy gained by the reaction
nm, npl, gm_, gp_, gc = sp.symbols("nm npl gm gp gc")
tangent_difference = (gp_ - gc) / (npl - n) - (gc - gm_) / (n - nm)
gain = ((npl - n) * gm_ + (n - nm) * gp_) / (npl - nm) - gc
assert sp.simplify(tangent_difference
                   - gain * (npl - nm) / ((n - nm) * (npl - n))) == 0

# Definition over composition against integral over chemical potential
reference = dint_composition(ELEMENTS, 0.0)
for shift in (-0.5, 0.0):
    by_composition = dint_composition(ELEMENTS, shift)
    by_potential = dint_potential(ELEMENTS, shift)
    assert abs(by_composition / by_potential - 1) < 1e-8

# Homogeneity width varied through the antisite energies
shifts = (-0.5, -0.25, 0.0, 0.25)
line_value, line_growth = dint_line(ELEMENTS), growth_line(ELEMENTS)
rows = []
for shift in shifts:
    lower, upper = true_borders(ELEMENTS, shift)
    width = deviation(upper, shift) - deviation(lower, shift)
    d_value = dint_potential(ELEMENTS, shift)
    k_value = growth_full(ELEMENTS, shift)
    error_d, error_k = d_value / line_value - 1, k_value / line_growth - 1
    assert abs(error_d) < 10 * width and abs(error_k) < 10 * width
    rows.append((shift, width, d_value, k_value, error_d, error_k))
assert rows[0][1] / rows[-1][1] > 1000
for column in (4, 5):                         # errors proportional to width
    slope_a = rows[2][column] / rows[2][1]
    slope_b = rows[3][column] / rows[3][1]
    assert abs(slope_a / slope_b - 1) < 0.05

# A compound as left neighbour
width_base = rows[2][1]
other_line = dint_line(A4B_AND_B)
other_full = dint_potential(A4B_AND_B, 0.0)
other_growth_line = growth_line(A4B_AND_B)
other_growth_full = growth_full(A4B_AND_B, 0.0)
assert abs(other_full / other_line - 1) < 10 * width_base
assert abs(other_growth_full / other_growth_line - 1) < 10 * width_base

# The neighbour changes D_int: line formula against composition integrals
reduction_line = line_value - other_line
reduction_defined = reference - dint_composition(A4B_AND_B, 0.0)
assert abs(reduction_defined / reduction_line - 1) < 10 * width_base
assert reduction_line / line_value > 10 * width_base

# Drop of mu_B with full thermodynamics against the tangent value
lower, upper = true_borders(ELEMENTS, 0.0)
drop_full = kT * ((mu_a(upper, 0.0) + upper) - (mu_a(lower, 0.0) + lower))
drop_line = -g_compound / nu
assert abs(drop_full / drop_line - 1) < 10 * width_base

# Misleading shortcuts
composition_mean = integrate(
    lambda z: kinetic_factor(nu + deviation(z, 0.0), z) * susceptibility(z, 0.0),
    lower, upper) / width_base
wrong_average = composition_mean * (upper - lower)
scale0 = 2 * np.sqrt(nu * (1 - nu)) * np.exp(-(E_X + E_Y) / (2 * kT))
d_stoichiometric = interdiffusivity(0.0, scale0, 0.0)
assert wrong_average / reference > 1.2
assert d_stoichiometric * width_base / reference > 3

mean_b, mean_a = log_mean(DB_LEFT, DB_RIGHT), log_mean(DA_LEFT, DA_RIGHT)
for index, mean in ((0, mean_a), (1, mean_b)):
    by_quadrature = integrate(lambda z: tracers(z)[index], Z_LEFT, Z_RIGHT)
    assert abs(by_quadrature / (Z_RIGHT - Z_LEFT) / mean - 1) < 1e-10
effective = (1 - nu) * mean_b + nu * mean_a
seconds = hours * 3600
thickness = np.sqrt(2 * line_growth * seconds)
thickness_full = np.sqrt(2 * rows[2][3] * seconds)
bohr = const.physical_constants["Bohr radius"][0]
time_au = const.physical_constants["atomic unit of time"][0]

print(f"temperature = {temperature:.0f} K, kT = {kT:.6f} eV")
print(f"B fraction nu = {nu}, g = {g_compound:.2f} eV per atom")
print(f"antisite energies: B on A {E_X} eV, A on B {E_Y} eV")
print(f"D_B tracer, A-rich and B-rich border = {DB_LEFT:.1e}, {DB_RIGHT:.1e} m^2/s")
print(f"D_A tracer, A-rich and B-rich border = {DA_LEFT:.1e}, {DA_RIGHT:.1e} m^2/s")
print(f"mu_B-mu_A at the borders = {Z_LEFT*kT:.4f}, {Z_RIGHT*kT:.4f} eV")
print(f"drop of mu_B, line limit = {drop_line:.6f} eV = {drop_line/kT:.4f} kT")
print(f"drop of mu_B, antisite model = {drop_full:.6f} eV")
print(f"potential mean of D_B = {mean_b:.4e} m^2/s")
print(f"potential mean of D_A = {mean_a:.4e} m^2/s")
print(f"(1-nu)<D_B>+nu<D_A> = {effective:.4e} m^2/s")
print(f"D_int, line formula = {line_value:.5e} m^2/s")
print(f"D_int, line formula = {line_value*time_au/bohr**2:.4e} atomic units")
print(f"D_int, integral over composition = {reference:.5e} m^2/s")
print(f"w^2/(2t), line formula = {line_growth:.5e} m^2/s")
print(f"w^2/(2t), full moving boundaries = {rows[2][3]:.5e} m^2/s")
print(f"thickness after {hours:.0f} h, line formula = {thickness*1e6:.2f} micrometre")
print(f"thickness after {hours:.0f} h, full problem = {thickness_full*1e6:.2f} micrometre")
print("energy shift (eV), width dN, D_int (m^2/s), w^2/(2t) (m^2/s):")
for shift, width, d_value, k_value, _, _ in rows:
    print(f"  {shift:+.2f}  {width:.3e}  {d_value:.5e}  {k_value:.5e}")
print("energy shift (eV), relative excess of D_int and of w^2/(2t) over line:")
for shift, _, _, _, error_d, error_k in rows:
    print(f"  {shift:+.2f}  {error_d:+.3e}  {error_k:+.3e}")
print(f"mean D_inter = D_int/dN = {reference/width_base:.3e} m^2/s")
print(f"D_inter at stoichiometry = {d_stoichiometric:.3e} m^2/s")
print(f"D_inter(stoich.)*dN / D_int = {d_stoichiometric*width_base/reference:.2f}")
print(f"composition-averaged estimate / D_int = {wrong_average/reference:.3f}")
print(f"neighbour A4B: N_B = {A4B_AND_B[0]}, g = {A4B_AND_B[1]} eV per atom")
other_low, other_high = line_borders(A4B_AND_B)
print(f"A4B|B couple: drop of mu_B = {(1-nu)*(other_high-other_low)*kT:.4f} eV")
print(f"A4B|B couple: D_int, line formula = {other_line:.5e} m^2/s")
print(f"A4B|B couple: D_int, finite width = {other_full:.5e} m^2/s")
print(f"A4B|B couple: reduction of D_int = {100*reduction_line/line_value:.2f} percent")
print(f"A4B|B couple: w^2/(2t), line formula = {other_growth_line:.5e} m^2/s")
print(f"A4B|B couple: w^2/(2t), full problem = {other_growth_full:.5e} m^2/s")
print("verified")
```

It prints:

```
temperature = 1000 K, kT = 0.086173 eV
B fraction nu = 0.4, g = -0.20 eV per atom
antisite energies: B on A 1.1 eV, A on B 1.3 eV
D_B tracer, A-rich and B-rich border = 1.0e-14, 1.0e-13 m^2/s
D_A tracer, A-rich and B-rich border = 5.0e-15, 1.0e-15 m^2/s
mu_B-mu_A at the borders = -0.5000, 0.3333 eV
drop of mu_B, line limit = 0.500000 eV = 5.8023 kT
drop of mu_B, antisite model = 0.500008 eV
potential mean of D_B = 3.9087e-14 m^2/s
potential mean of D_A = 2.4853e-15 m^2/s
(1-nu)<D_B>+nu<D_A> = 2.4446e-14 m^2/s
D_int, line formula = 5.67369e-14 m^2/s
D_int, line formula = 4.9009e-10 atomic units
D_int, integral over composition = 5.67383e-14 m^2/s
w^2/(2t), line formula = 2.36404e-13 m^2/s
w^2/(2t), full moving boundaries = 2.36419e-13 m^2/s
thickness after 10 h, line formula = 130.46 micrometre
thickness after 10 h, full problem = 130.47 micrometre
energy shift (eV), width dN, D_int (m^2/s), w^2/(2t) (m^2/s):
  -0.50  3.948e-02  5.71858e-14  2.41444e-13
  -0.25  2.170e-03  5.67624e-14  2.36678e-13
  +0.00  1.193e-04  5.67383e-14  2.36419e-13
  +0.25  6.555e-06  5.67370e-14  2.36405e-13
energy shift (eV), relative excess of D_int and of w^2/(2t) over line:
  -0.50  +7.913e-03  +2.132e-02
  -0.25  +4.498e-04  +1.159e-03
  +0.00  +2.477e-05  +6.363e-05
  +0.25  +1.361e-06  +3.497e-06
mean D_inter = D_int/dN = 4.757e-10 m^2/s
D_inter at stoichiometry = 4.982e-09 m^2/s
D_inter(stoich.)*dN / D_int = 10.47
composition-averaged estimate / D_int = 1.500
neighbour A4B: N_B = 0.2, g = -0.12 eV per atom
A4B|B couple: drop of mu_B = 0.4400 eV
A4B|B couple: D_int, line formula = 5.43056e-14 m^2/s
A4B|B couple: D_int, finite width = 5.43070e-14 m^2/s
A4B|B couple: reduction of D_int = 4.29 percent
A4B|B couple: w^2/(2t), line formula = 3.62038e-13 m^2/s
A4B|B couple: w^2/(2t), full problem = 3.62054e-13 m^2/s
verified
```
